# Pulse width and the energy to reach melting in a phase-change cell

## Question

A phase-change memory cell stores a bit in the structure of a small volume of chalcogenide, which is crystalline and conducting or amorphous and resistive. To write the amorphous state, a current pulse heats the material to its melting temperature and beyond, and the melt is then cooled quickly. This question concerns the energy needed just to reach melting.

Treat the cell as one body at a uniform temperature $T(t)$, with heat capacity $C$, joined to surroundings at fixed temperature $T_0$ by a thermal resistance $R$. Both $C$ and $R$ are constant. The cell is at $T_0$ when a rectangular pulse of constant electrical power $P$ and width $w$ begins. Write $\theta=T-T_0$, $\tau=RC$ and $\Delta T=T_m-T_0$, where $T_m$ is the melting temperature. For each width, $P$ is chosen so that the highest temperature reached is $T_m$; no material melts, so no latent heat is absorbed. "Energy" means the electrical energy dissipated in the cell, without losses in the selector, wiring or driver.

Use these rough values for a mushroom-type cell, in which a narrow heater touches a wider phase-change layer: $T_0=300$ K, $T_m=900$ K, $R=2$ K/µW and $\tau=5$ ns.

**(a)** Find $\theta(t)$ during the pulse.

**(b)** Find the power and the energy $E(w)$ needed just to reach melting, and the part of that energy which leaks out during the pulse.

**(c)** Show that a 50 ns pulse takes about 6.3 times the energy of a 5 ns pulse.

**(d)** Evaluate the powers, energies and leaked heats for the two pulses.

**(e)** Show that $E(w)$ increases with $w$, and find its limits for short and long pulses. What becomes of the ratio in (c) if $\tau$ is much longer, or much shorter, than both widths?

**(f)** What peak temperature does the model give if each pulse is used with the power meant for the other? What is the energy ratio at equal power?

**(g)** Heat really spreads through the surroundings and has no single time constant. Replace the lumped cell by a spherical heater surface of radius $a$, with no heat capacity inside, which sends a uniform, constant heat flux into an unbounded medium. The medium has conductivity $k=1.0$ W/(m K) and heat capacity $c=1.5$ MJ/(m³ K) per unit volume. Choose $a$ so that after 5 ns the surface has reached the same fraction of its steady rise as the lumped cell. Find the new energy ratio.

**(h)** Estimate the influence of a temperature-dependent thermal conductance, constant-voltage drive, finite pulse edges, a warmer chip and latent heat. How well does the figure in (c) describe a real cell?

## Model answers

### (a) Temperature during the pulse

The electrical power either raises the stored heat $C\theta$ or flows out through the thermal resistance:

$$C\frac{d\theta}{dt}=P-\frac{\theta}{R},\qquad \theta(0)=0 .$$

Divide by $C$ and use $RC=\tau$:

$$\frac{d\theta}{dt}+\frac{\theta}{\tau}=\frac{P}{C}.$$

Multiplication by $e^{t/\tau}$ turns the left side into a single derivative,

$$\frac{d}{dt}\left(\theta e^{t/\tau}\right)=\frac{P}{C}e^{t/\tau}.$$

Integrate from 0 to $t$. The lower limit on the left vanishes because $\theta(0)=0$, so

$$\theta(t)e^{t/\tau}=\frac{P\tau}{C}\left(e^{t/\tau}-1\right).$$

Since $\tau/C=R$, multiplication by $e^{-t/\tau}$ gives

$$\theta(t)=PR\left(1-e^{-t/\tau}\right),\qquad 0\le t\le w .$$

The temperature rises throughout the pulse towards the steady rise $PR$. Once the power is off, $d\theta/dt=-\theta/\tau<0$. The peak is therefore at the end of the pulse, $t=w$.

### (b) Power, energy and leaked heat

Just reaching melting means $\theta(w)=\Delta T$. Hence

$$P(w)=\frac{\Delta T}{R\left(1-e^{-w/\tau}\right)} .$$

The power is constant, so the energy is $E=Pw$. With $1/R=C/\tau$,

$$E(w)=C\,\Delta T\,\frac{w/\tau}{1-e^{-w/\tau}} .$$

The leaked heat is the time integral of the outward flow $\theta/R$:

$$Q=\int_0^w\frac{\theta}{R}\,dt
=P\int_0^w\left(1-e^{-t/\tau}\right)dt
=Pw-P\tau\left(1-e^{-w/\tau}\right).$$

The first term is $E$. By the expression for $P(w)$, the second is $\tau\Delta T/R=C\Delta T$. Therefore

$$Q=E-C\,\Delta T .$$

This is energy conservation: at the end of either pulse the cell stores the same heat $C\Delta T$, and whatever else was supplied has leaked away. The two pulses differ in energy because they differ in leakage.

### (c) The energy ratio

For $w=50$ ns and $w=5$ ns, $w/\tau$ is 10 and 1. The factor $C\Delta T$ cancels:

$$\frac{E(50\ \text{ns})}{E(5\ \text{ns})}
=\frac{10}{1-e^{-10}}\cdot\frac{1-e^{-1}}{1}
=\frac{10\times0.632121}{0.999955}=6.32 .$$

The ratio depends on the two values of $w/\tau$ alone. It is below 10, the ratio of the widths, because the short pulse needs more power: it must reach melting when the cell has covered only 63 % of the way to its steady temperature.

### (d) Numbers for the cell

The heat capacity is $C=\tau/R=5/2=2.5$ fJ/K, because 1 µW × 1 ns = 1 fJ. With $\Delta T=600$ K, the stored heat at melting is $2.5\times600=1500$ fJ, or 1.50 pJ. Holding the cell steadily at melting takes $\Delta T/R=300$ µW.

For the 5 ns pulse,

$$P=\frac{300}{0.632121}=474.6\ \text{µW},\qquad
E=474.6\times5=2373\ \text{fJ}=2.37\ \text{pJ}.$$

The leaked heat is $2.373-1.500=0.873$ pJ, or 37 % of the energy.

For the 50 ns pulse,

$$P=\frac{300}{0.999955}=300.0\ \text{µW},\qquad
E=300.0\times50=15\,000\ \text{fJ}=15.0\ \text{pJ}.$$

The leaked heat is 13.5 pJ, or 90 % of the energy. The short pulse takes 1.58 times the power for a tenth of the time, which again gives $10/1.58=6.32$.

### (e) Dependence on pulse width

Put $s=w/\tau$, so that $E=C\Delta T\,F(s)$ with $F(s)=s/(1-e^{-s})$. The quotient rule gives

$$F'(s)=\frac{1-e^{-s}-se^{-s}}{(1-e^{-s})^2}
=\frac{e^{-s}\left(e^s-1-s\right)}{(1-e^{-s})^2}.$$

For $s>0$ the series $e^s=1+s+s^2/2+\dots$ shows that $e^s-1-s>0$. Thus $F'>0$, and a longer pulse costs more energy.

For a short pulse, $1-e^{-s}=s(1-s/2+\dots)$, so

$$E\simeq C\,\Delta T\left(1+\frac{w}{2\tau}\right),\qquad w\ll\tau .$$

The first term is the adiabatic floor, the heat that must be stored even without leakage. The second is the first leakage correction: the temperature then rises almost linearly, so the mean outward flow is half its final value $\Delta T/R$. In this example the floor is 1.50 pJ. Approaching it requires a power of about $C\Delta T/w$, which grows without limit as $w$ shrinks. The floor belongs to the lumped model, in which the whole capacity $C$ always warms together. Where part of $C$ stands for the surroundings, a very short pulse leaves much of that part cold and can need less energy than this.

For a long pulse the exponential disappears and

$$E\simeq\frac{\Delta T}{R}\,w,\qquad w\gg\tau .$$

This is the cost of holding the cell hot. It grows in proportion to the width and does not contain $C$. The 50 ns pulse is in this regime; the 5 ns pulse, with $w=\tau$, lies between the two.

Now keep the widths at 50 ns and 5 ns and change $\tau$. In the lumped cell, if $\tau$ is much longer than both, each energy approaches $C\Delta T$ and the ratio approaches 1. If $\tau$ is much shorter than both, each energy is proportional to its width and the ratio approaches 10. The value 6.32 therefore belongs to $\tau=5$ ns and is not a general property of these two widths.

### (f) Exchanged powers and equal powers

With the short-pulse power kept on for 50 ns, the formula of part (a) gives

$$T=300+474.6\times2\times0.999955=1249\ \text{K}.$$

This is far above melting. The number is formal, since the model contains neither the latent heat nor the properties of the liquid, but it shows that the longer pulse must use a lower power if it is just to reach melting. In the opposite case,

$$T=300+300.0\times2\times0.632121=679\ \text{K},$$

and the cell does not melt.

At equal power the energies are in the ratio of the widths, 10. That comparison holds the power fixed and lets the peak temperature differ. The ratio 6.32 holds the peak temperature fixed and lets the power differ.

### (g) Heat spreading into the surroundings

Let $q$ be the heat flux at the surface and $D=k/c$ the diffusivity. Outside the sphere, the temperature rise obeys

$$\frac{\partial\theta}{\partial t}=\frac{D}{r}\frac{\partial^2(r\theta)}{\partial r^2},\qquad
-k\frac{\partial\theta}{\partial r}\bigg|_{r=a}=q .$$

In the steady state $\theta\propto1/r$, and the flux condition gives a surface rise $qa/k$. Use it as the unit of temperature, and define

$$\rho=\frac{r}{a},\qquad x=\frac{Dt}{a^2},\qquad u=\rho\,\frac{\theta}{qa/k}.$$

Then $\partial u/\partial x=\partial^2u/\partial\rho^2$. Since $\partial(u/\rho)/\partial\rho=u'/\rho-u/\rho^2$, where the prime means $\partial/\partial\rho$, the flux condition becomes $u'-u=-1$ at $\rho=1$.

Take the Laplace transform from $x$ to $p$, with $u=0$ at $x=0$. The equation becomes $pU=U''$, whose solution that stays finite far away is $U=Ae^{-\sqrt p(\rho-1)}$. The transformed surface condition, $-(\sqrt p+1)A=-1/p$, gives

$$A=\frac{1}{p(\sqrt p+1)}=\frac1p-\frac{1}{\sqrt p(\sqrt p+1)} .$$

The first term is the transform of 1. The second is the transform of $g(x)=e^x\operatorname{erfc}\sqrt x$. To see this, differentiate $g$:

$$g'=g-\frac{1}{\sqrt{\pi x}},\qquad g(0)=1 .$$

The transform of $1/\sqrt{\pi x}$ is $1/\sqrt p$, as the substitution $x=y^2$ and a Gaussian integral show. Hence $pG-1=G-1/\sqrt p$, and

$$G=\frac{1-1/\sqrt p}{p-1}=\frac{\sqrt p-1}{\sqrt p(\sqrt p-1)(\sqrt p+1)}=\frac{1}{\sqrt p(\sqrt p+1)} .$$

The surface temperature, as a fraction of its steady rise, is therefore

$$f(x)=1-e^x\operatorname{erfc}\sqrt x .$$

To see how it approaches 1, shift the integration variable in the definition of erfc:

$$e^x\operatorname{erfc}\sqrt x=\frac{2}{\sqrt\pi}\int_0^\infty e^{-y^2-2y\sqrt x}\,dy<\frac{1}{\sqrt{\pi x}} .$$

The inequality follows from $e^{-y^2}<1$ for $y>0$. It also makes $g'$ negative, so $f$ rises steadily during the pulse. Once the flux stops, heat only spreads from hotter to colder places, so nothing can become hotter than the hottest place at that moment, which is the surface. The peak is again at the end of the pulse. For large $x$ the integral comes from small $y$ and approaches the bound. The remaining deficit thus falls as $1/\sqrt t$, far more slowly than the exponential of the lumped cell, because ever larger shells of the medium have to be warmed.

The matching condition $f(x)=0.6321$ at 5 ns has the numerical solution $x=1.562$. With $D=1.0/(1.5\times10^6)$ m²/s $=667$ nm²/ns, the radius is

$$a=\sqrt{\frac{667\times5}{1.562}}=46\ \text{nm}.$$

The total power is $4\pi a^2q$ and the steady rise is $qa/k$, so the thermal resistance is $1/(4\pi ka)=1.72$ K/µW. This is of the same order as the 2 K/µW of the lumped cell, but the closeness is no test of the model: with $a\propto\sqrt{k/c}$ the resistance varies as $k^{-3/2}c^{1/2}$, and both values are rough. The energy ratio below does not depend on $k$ or $c$, because the match fixes $x$.

At 50 ns, $x=15.62$ and $f=0.8614$. The power needed is inversely proportional to $f$ at the end of the pulse, so

$$\frac{E(50\ \text{ns})}{E(5\ \text{ns})}=10\times\frac{0.6321}{0.8614}=7.34 .$$

This is 16 % above the lumped ratio. By 50 ns the lumped cell has practically reached its steady temperature, whereas the sphere is still 14 % short of it and needs correspondingly more power. The result belongs to a match made at 5 ns: matching the two responses at 2 ns instead gives a ratio of 6.0, and at 10 ns a ratio of 8.7. It also belongs to an unbounded medium. The diffusion length $\sqrt{Dt}$ at 50 ns is about 180 nm, comparable to the distance to the metal electrodes of a real cell, and a heat sink there cuts off the slow tail. With a surface held at $T_0$ between 110 and 300 nm from the heater, and $a$ again matched at 5 ns, a numerical solution gives a ratio of only 6.3 to 6.5.

The short-pulse limit also changes. Near $x=0$ the equation for $g'$ gives $f\simeq2\sqrt{x/\pi}$, so the energy, proportional to $w/f$, falls as $\sqrt w$ and has no adiabatic floor. If both pulses are short compared with $a^2/D$, their energy ratio therefore approaches $\sqrt{10}\approx3.2$, not 1.

### (h) Other effects and the real cell

The energies below come from numerical solution of the modified heat balance, with the power adjusted each time to just reach melting. The 20 % changes are assumptions chosen to show sensitivity.

**Thermal conductance.** Let the conductance to the surroundings rise linearly with temperature, by 20 % between ambient and melting. The 50 ns pulse ends practically in the steady state, so its power rises by 20 %, to 360 µW, and its energy to 18.0 pJ. The 5 ns pulse rises only to 2.53 pJ, since most of its energy is stored and does not leak. The ratio becomes 7.1. A fall of 20 % instead would lower it to 5.4.

**Constant voltage.** Let the electrical conductance rise by 20 % over the same range, so that at fixed voltage the power grows as the cell warms. The energies become 2.34 pJ and 14.7 pJ, and the ratio 6.29. Both fall slightly, and for a change of this size the ratio hardly moves. A semiconducting chalcogenide can change much more on heating: a doubling of the conductance gives a ratio of 6.0, and a fivefold rise 5.2.

**Pulse edges.** Give the pulses linear edges of 1 ns, with the widths measured at half height. The short pulse then needs 2.47 pJ and the long one still 15.0 pJ, a ratio of 6.1. The area of each pulse is still its peak power times its width at half height, so the energy changes only if the power does. The long pulse has practically reached its steady temperature before the falling edge begins, so its power stays at 300 µW. The short pulse is still heating the cell when its power begins to fall. The last part of the rise is therefore weakened, and the peak power must go up from 475 µW to $2465/5=493$ µW to make up for it.

**Warmer chip.** At 85 °C, or 358 K, $\Delta T$ falls from 600 K to 542 K. Both energies fall by the same 10 %, to 2.14 pJ and 13.5 pJ, and the ratio stays at 6.32.

**Latent heat.** A molten hemisphere of radius 30 nm has a volume of $5.65\times10^{-23}$ m³. With a rough latent heat of 0.7 GJ/m³, it absorbs 0.040 pJ, or 1.7 % of the short-pulse energy. This is not the whole cost of melting the dome: its centre must be hotter than its edge, and leakage continues meanwhile. A cell at one uniform temperature cannot describe either. If both pulses must reach the same higher peak and the model stays linear, $\Delta T$ is larger by the same factor in both energies and cancels from the ratio.

**Comparison with a real cell.** Powers of a few hundred microwatts, pulses of tens of nanoseconds and melting near 900 K are of the right order for mushroom cells; much smaller cells need less power. At 1.5 MJ/(m³ K), the assumed $C$ corresponds to a cube of side 119 nm. That is much larger than the molten dome, so the lumped capacity has to include heated surroundings. A single time constant is therefore a doubtful assumption, and in the unbounded spherical model its removal moves the ratio from 6.3 to 7.3; a nearby heat sink removes most of this rise. The assumed growth in thermal conductance moves it to 7.1, and 1 ns edges move it to 6.1. These changes were calculated one at a time and need not add.

The direction of these changes rests on assumptions, namely an unbounded medium and a thermal conductance that rises rather than falls, and the cases calculated spread from about 5 to above 7. For a real cell of this kind, "roughly five to eight times" is therefore a fairer statement than 6.32, provided that its response at 5 ns resembles the one assumed. This condition can matter more than any of the changes above: in the lumped cell, the formula of part (b) gives a ratio of 8.1 for $\tau=3$ ns and 4.0 for $\tau=10$ ns; in the spherical model, a smaller heater of radius 30 nm or 20 nm responds faster and gives 8.1 or 8.7. The saving from a short pulse also has conditions: the driver must supply more power than for the long pulse, about 1.6 times as much in the lumped cell and 1.4 times in the spherical model, the cell must withstand it, and the pulse must still melt enough material to switch the cell. Returning the cell to the crystalline state is a different task, since the material must be held hot long enough for crystals to grow, and this energy comparison does not apply to it.

## Values computed for the example and the checks

```
thermal time constant: 5.0 ns
thermal resistance: 2.0 K/uW
heat capacity: 2.50 fJ/K
ambient, melting: 300 K, 900 K
rise to melting: 600 K
stored heat at melting: 1.500 pJ
short pulse width: 5 ns
  fraction of steady rise: 0.632121
  power: 474.59 uW
  energy: 2.3730 pJ
  leaked heat: 0.8730 pJ (36.8 % of energy)
long pulse width: 50 ns
  fraction of steady rise: 0.999955
  power: 300.01 uW
  energy: 15.0007 pJ
  leaked heat: 13.5007 pJ (90.0 % of energy)
energy ratio long/short: 6.3215
power ratio short/long: 1.5819
peak, short-pulse power for 50 ns: 1249 K
peak, long-pulse power for 5 ns: 679 K
Neglected effects
assumed heat conductivity: 1.0 W/(m K)
assumed heat capacity density: 1.5 MJ/(m^3 K)
cube holding the lumped capacity: side 119 nm
spreading: matched sphere radius 46.2 nm
spreading: sphere resistance 1.72 K/uW
spreading: x at 5 ns 1.562, at 50 ns 15.62
spreading: response at 5 ns 0.6321
spreading: response at 50 ns 0.8614
spreading: energy ratio 7.34
assumed conductance growth: 20 %
thermal conductance growth: 2.533 pJ, 18.000 pJ, ratio 7.106
constant voltage, electrical growth: 2.339 pJ, 14.704 pJ, ratio 6.286
edges of 1 ns: 2.465 pJ, 15.001 pJ, ratio 6.085
ambient 358.15 K: 2.143 pJ, 13.547 pJ, ratio 6.321
molten dome radius: 30 nm
assumed latent heat: 0.7 GJ/m^3
latent heat of dome: 0.0396 pJ (1.7 % of short-pulse energy)
```
